# Collisional dc sheath law for ions with constant mean free path, part 2

We seek the ion current density $J$ through a planar dc sheath with edge at $x=0$, wall at $x=s$ and potential drop $V$. Units are SI, with the electron temperature $T_e$ in volts. Ions of mass $M$ and charge $+e$ move towards increasing $x$ in the field $E=-d\phi/dx>0$, where $\phi$ is the potential. They collide by charge exchange with cold gas: each collision leaves a new ion at rest, and the mean free path $\lambda_i$ is constant. There is no ionization in the sheath.

If $\lambda_i\frac{1}{E}\frac{dE}{dx}\ll1$, the drift is local, with speed $u=a\sqrt E$ and $a=\sqrt{2e\lambda_i/(\pi M)}$. The ions present in a small volume then have

$$f(v)=f_0e^{-v^2/(2\sigma^2)},\quad v>0,\qquad \langle v^2\rangle=\sigma^2=\frac{eE\lambda_i}{M}.$$

With local drift, no electrons in the sheath and a negligible edge field, the result is the collisional law, called "the boxed law" below:

$$J_{\rm law}=K\varepsilon_0a\frac{V^{3/2}}{s^{5/2}},\quad
K=\frac23\left(\frac53\right)^{3/2},\quad
E(s)=\frac{5V}{3s}.$$

The example has $M=40$ u, $V=200$ V, $s=2$ mm, $\lambda_i=0.05$ mm and $J_{\rm law}=1.76$ A/m². In the numerical output, simulated speeds are scaled by $\sigma$, "shooting" means solving Poisson's equation with local drift and adjusting $J$ until $V$ is reached, and "kinetic" means the nonlocal calculation described next.

That calculation drops local drift and follows each ion from its birth point, still without electrons. Put $x=\lambda_i\xi$ and $\phi(0)-\phi(x)=\Phi_0w(\xi)$, where $\Phi_0$ is a voltage scale chosen to remove all parameters. The current is

$$J=\varepsilon_0\sqrt{\frac{2e}{M}}
\frac{V^{3/2}}{\lambda_i^2\,[w(s/\lambda_i)]^{3/2}} .$$

Here $w(0)=w'(0)=0$, primes denote derivatives with respect to $\xi$, $\eta$ is the scaled birth point, and $w$ obeys the nonlocal equation

$$w''(\xi)=\int_0^\xi
\frac{e^{-(\xi-\eta)}}{\sqrt{w(\xi)-w(\eta)}}\,d\eta
+\frac{e^{-\xi}}{\sqrt{w(\xi)}} .$$

Q: Does this equation contain the collisionless sheath?

A: It does, for $\xi\ll1$. Few ions have collided, so the last term dominates and $e^{-\xi}\approx1$. Thus $w''=w^{-1/2}$. Multiplication by $w'$ and integration from the edge give

$$\frac12(w')^2=2w^{1/2},\qquad w'=2w^{1/4}.$$

Separating variables gives $\frac43w^{3/4}=2\xi$, and therefore $w^{3/2}=9\xi^2/4$. The current becomes

$$J_0=\frac49\varepsilon_0\sqrt{\frac{2e}{M}}
\frac{V^{3/2}}{s^2}.$$

This is Child's law. At $s/\lambda_i=0.01$, the numerical solution gives $J/J_0\approx0.998$.

Q: And does the other end return your collisional law?

A: For $\xi\gg1$, the integral is dominated by birth points within a few free paths. Set $y=\xi-\eta$ and use $w(\xi)-w(\xi-y)\approx w'(\xi)y$. The upper limit may be extended to infinity, and the term for uncollided entering ions is exponentially small. Then

$$w''\approx\frac{1}{\sqrt{w'}}\int_0^\infty
\frac{e^{-y}}{\sqrt y}\,dy=\sqrt{\frac{\pi}{w'}} .$$

The integral equals $\sqrt\pi$, as the substitution $y=r^2$ shows. Multiplying by $\sqrt{w'}$ and integrating twice gives

$$\frac23(w')^{3/2}=\sqrt\pi\,\xi,\qquad
w=\frac35\left(\frac{3\sqrt\pi}{2}\right)^{2/3}\xi^{5/3}.$$

Hence $w^{3/2}=(3/5)^{3/2}(3\sqrt\pi/2)\xi^{5/2}$. Substitution into the current formula gives

$$J=\frac{K}{\sqrt\pi}\varepsilon_0\sqrt{\frac{2e}{M}}
\frac{V^{3/2}}{\lambda_i^2}\left(\frac{\lambda_i}{s}\right)^{5/2},$$

which is $J_{\rm law}$.

Q: Could I not obtain Child's law by letting $\lambda_i$ become large in $J_{\rm law}$?

A: No. Dividing the two formulas gives

$$\frac{J_{\rm law}}{J_0}
=\frac{9K}{4\sqrt\pi}\sqrt{\frac{\lambda_i}{s}}
\approx1.82\sqrt{\frac{\lambda_i}{s}} .$$

This grows without limit as $\lambda_i/s$ grows. It passes unity at $s/\lambda_i\approx3.3$, where the condition for local drift is already poor. The two laws are limits of the nonlocal equation at opposite ends.

Q: How many free paths are enough?

A: That depends on the accuracy required. The local exponents follow by differentiating the nonlocal current formula:

$$\frac{\partial\ln J}{\partial\ln s}=-\frac32\frac{\xi w'}{w},\qquad
\frac{\partial\ln J}{\partial\ln\lambda_i}
=-2+\frac32\frac{\xi w'}{w}.$$

The numerical solution gives:

| $s/\lambda_i$ | $J/J_{\rm law}$ | exponent of $s$ | exponent of $\lambda_i$ |
|---:|---:|---:|---:|
| 1 | 0.478 | −2.12 | 0.12 |
| 10 | 0.853 | −2.37 | 0.37 |
| 40 | 0.951 | −2.46 | 0.46 |
| 100 | 0.978 | −2.48 | 0.48 |

At ten free paths the current is 15% below the law, relative to the law. At forty it is 5% below, which changes the example from $1.76$ to about $1.67$ A/m². The approach to the limiting exponents is gradual.

Q: Why is the approach so slow, and why from below?

A: Keep the next term in the expansion over one free path:

$$w(\xi)-w(\xi-y)\approx w'y-\frac12w''y^2 .$$

The field was weaker upstream, so an ion gained less energy than the local field suggests. Its reciprocal speed contains

$$\frac{1}{\sqrt{w'y}}\left(1-\frac{w''y}{2w'}\right)^{-1/2}
\approx\frac{1}{\sqrt{w'y}}
\left(1+\frac{w''y}{4w'}\right).$$

Using $\int_0^\infty\sqrt y\,e^{-y}dy=\sqrt\pi/2$, we find

$$w''\approx\sqrt{\frac{\pi}{w'}}
\left(1+\frac{w''}{8w'}\right)
\approx\sqrt{\frac{\pi}{w'}}
\left(1+\frac{1}{12\xi}\right).$$

The last step uses the leading result $w''/w'=2/(3\xi)$. Multiply by $\sqrt{w'}$ and integrate:

$$\frac23(w')^{3/2}\approx\sqrt\pi
\left(\xi+\frac{1}{12}\ln\xi+C\right).$$

The constant $C$ comes from the edge region, where this expansion is invalid. The relative correction therefore contains terms of order $(\ln\xi)/\xi$ and $1/\xi$. Evaluating the left side with the numerical solution at $\xi=10$, $40$ and $100$ gives $C\approx0.65$ each time. Both corrections are therefore positive, and over the range of the table the constant is the larger: the logarithmic term is only 0.38 at $\xi=100$. Both raise the field, and hence the voltage needed for a given current, so they lower the current at fixed voltage.

The logarithm was tested separately. Between $\xi=25$ and $\xi=100$, the bracket minus $\xi$ should grow by $(\ln4)/12=0.1155$. The numerical nonlocal solution gives $0.117$, with a discretization error of about $0.002$. A converged solution gives $0.1147$. The small remainder comes from higher-order terms and shrinks at larger $\xi$: between $\xi=100$ and $\xi=400$ the growth is $0.1152$.

Q: If the ions collide so often, how much energy do they bring to the wall?

A: They bring roughly what they gain on their last free flight. Among ions arriving at the wall, the distance from birth has the exponential distribution with mean $\lambda_i$. To leading order, the mean impact energy is therefore

$$\langle\mathcal E\rangle=eE(s)\lambda_i
=\frac53eV\frac{\lambda_i}{s}.$$

For the example this is $(5/3)(200\ \text{eV})/40\approx8.3$ eV, although the sheath voltage is 200 V.

Q: Earlier you had $\langle v^2\rangle=eE\lambda_i/M$. That gives a mean kinetic energy of $eE\lambda_i/2$. Where did the other half go?

A: The two averages count different ions. The earlier one is over ions present in a small volume. The impact energy is an average over ions crossing a surface, and fast ions cross more often. The extra weight by speed doubles the mean for this distribution. With $\sigma^2=eE\lambda_i/M$,

$$\frac{M}{2}\frac{\int_0^\infty v^3e^{-v^2/(2\sigma^2)}dv}
{\int_0^\infty ve^{-v^2/(2\sigma^2)}dv}
=\frac M2\frac{2\sigma^4}{\sigma^2}=eE\lambda_i .$$

The nonlocal calculation gives 0.966 of the leading value in the example, or about 8.1 eV. Two effects account for this. First, the field was weaker upstream. The energy gained over a distance $y$ is $e(Ey-\frac12E_xy^2)$, where $E_x=dE/dx$. Since $\langle y^2\rangle=2\lambda_i^2$, the mean is

$$eE\lambda_i\left(1-\lambda_i\frac{E_x}{E}\right)
\approx eE\lambda_i\left(1-\frac{2\lambda_i}{3s}\right),$$

a factor of 0.983. Second, the wall field is itself a little below $5V/(3s)$. The width exponent $-2.457$ means that $\xi w'/w=1.638$ instead of $5/3$, another factor of 0.983. Their product is 0.966.

Q: My second doubt is about the electrons. You removed them even at the edge, where the plasma begins. What happens if they are put back?

A: Let them have a Boltzmann density, and keep local ion drift. Define $\chi$ as the potential drop divided by $T_e$, measured from a reference point where the electron density is $n_r$. Then $n_e=n_re^{-\chi}$ and $E=T_e\,d\chi/dx$. Poisson's equation is

$$T_e\frac{d^2\chi}{dx^2}
=\frac{J}{\varepsilon_0a\sqrt{T_e\,d\chi/dx}}
-\frac{en_r}{\varepsilon_0}e^{-\chi}.$$

Set $x=\ell z$ and multiply by $\ell^2/T_e$. The ion coefficient becomes $J\ell^{5/2}/(\varepsilon_0aT_e^{3/2})$. It is unity if

$$\ell=\left(\frac{\varepsilon_0aT_e^{3/2}}{J}\right)^{2/5}.$$

The electron coefficient is $en_r\ell^2/(\varepsilon_0T_e)$. Moving the reference point changes $n_r$, so this coefficient can also be made unity. The result has no parameters:

$$\chi''=(\chi')^{-1/2}-e^{-\chi},$$

where primes now denote derivatives with respect to $z$.

Q: Then where is the edge? A smooth solution has no mark on it.

A: A useful mark comes from the plasma side. There the two densities nearly cancel, which gives $\chi'=e^{2\chi}$. Hence

$$\frac{d}{dz}e^{-2\chi}=-2\chi'e^{-2\chi}=-2,\qquad
e^{-2\chi}=-2z\quad(z<0),$$

if the origin is placed where the quasineutral field $\chi'=-1/(2z)$ diverges. I take that point as the sheath edge. The full solution is smooth there, with $\chi'(0)\approx0.56$. This edge is a convention, and another choice within a distance of order $\ell$ would change the finite-voltage correction.

Q: Does the boxed law survive?

A: It survives as the limit of large $V/T_e$. Multiply the full equation by $\sqrt{\chi'}$ and integrate from $z=0$. Once the electrons have become negligible,

$$\frac23(\chi')^{3/2}=z+c,$$

$$c=\frac23[\chi'(0)]^{3/2}
-\int_0^\infty\sqrt{\chi'}\,e^{-\chi}dz .$$

The electron-free law corresponds to $c=0$. Integrating the field gives a drop $D=V/T_e$ that approaches $\frac35(\frac32)^{2/3}(z+c)^{5/3}$, apart from an additive constant. At the wall $z=s/\ell$, so the definition of $\ell$ gives

$$\frac{J}{J_{\rm law}}=\frac{z^{5/2}}{KD^{3/2}}
\approx\left(\frac{z}{z+c}\right)^{5/2}
\approx1-\frac{5c}{2z}.$$

The computed ratios are $1.093$, $1.0065$ and $1.0004$ at $V/T_e=10^2$, $10^4$ and $10^6$. The first ratio rises to $1.094$ if the integration is started deeper in the quasineutral region. The largest values are there to test the limit and do not describe a processing discharge. The last two correspond to $c\approx-0.8$. The edge field contributes a positive amount, 0.28, to $c$. Electron charge contributes a larger negative amount, and so, with this choice of edge, the current at fixed $V$ and $s$ lies above the law. The sign depends on that choice: moving the edge a distance $\delta\ell$ towards the wall replaces $c$ by $c+\delta$, so a shift of about $0.8\ell$ would remove the leading correction.

Q: What does that do to the example?

A: Take $T_e=2$ V, so that $V/T_e=100$. The current rises by 9%, from $1.76$ to about $1.92$ A/m². With the law's value of $J$, the transition length is $\ell\approx0.11$ mm. The edge field is then about $0.56T_e/\ell\approx1.0\times10^4$ V/m, or 6% of the leading-order wall field.

Q: One correction lowers the current by 5% and the other raises it by 9%. May I add them and report a 4% increase?

A: I would not. The first calculation omits electrons and starts ions from rest in zero field. The second includes electrons but assumes local drift. In the example $\ell$ is only about twice $\lambda_i$, so the drift is not truly local in the region where electrons matter. The corrections therefore meet in the same place, and their combination requires a calculation containing both effects. Nothing shown here makes the two currents bounds. The choice of edge matters too: at this voltage, moving it by half of $\ell$ changes the current by about 6%. A reasonable statement from the leading law is $J\approx1.8$ A/m², with an uncertainty of order ten per cent.

Q: Under what conditions should I abandon the law?

A: Abandon it when $s$ is not much larger than $\lambda_i$, or when $V$ is not much larger than $T_e$. Ionization inside the sheath makes $J$ depend on position. Gas motion matters where thermal speeds are comparable with the ion drift speed. In the example this happens near the edge: the drift is about 890 m/s at $z=0$ and about 550 m/s at $z=-2$, while the mean thermal speed of a 40 u gas at 300 K is about 400 m/s. The cold-gas assumption is good at the wall but marginal on the plasma side, which fixes the edge used for the 9% electron correction. If the cross section changes appreciably over the ion energies, then $u\propto\sqrt E$ must be replaced. If collisions mainly deflect ions instead of leaving new ones at rest, the drift coefficient must be derived again.

Within its regime, the law rests on one physical balance: each ion keeps the energy of about one free path, while its charge helps to support the whole sheath voltage. The computed values for both limits and for the example are collected in the numerical output.

## Numbers as computed

```
Ion mass: 40.0 u = 6.64216e-26 kg
Sheath voltage V: 200.0 V
Sheath width s: 2.000 mm
Ion mean free path: 0.050 mm
Electron temperature Te: 2.0 V
s / mean free path: 40.0
V / Te: 100.0
Numerical prefactor (2/3)(5/3)^(3/2): 1.43444
Drift coefficient a: 8.7625 m/s per sqrt(V/m)
Collisional-law J: 1.7597 A/m^2 = 0.17597 mA/cm^2
J from shooting: 1.7596 A/m^2
Collisionless-law J: 6.1118 A/m^2
Collisional / collisionless J: 0.2879
Wall field: 1.6667e+05 V/m
Wall drift speed: 3577.3 m/s
Wall ion density: 3.0702e+15 m^-3
Leading-order mean impact energy: 8.333 eV
Kinetic / leading impact energy: 0.9664
Simulated scaled drift speed: 0.7952 (dimensionless)
Predicted scaled drift speed: 0.7979 (dimensionless)
Simulated scaled mean square speed: 0.9922 (dimensionless)
Shooting exponent of V: 1.5000
Shooting exponent of s: -2.5000
Shooting exponent of mean free path: 0.5000
Kinetic s/lambda=1: J/J_law=0.4782, s exponent=-2.1208, lambda exponent=0.1208
Kinetic s/lambda=10: J/J_law=0.8533, s exponent=-2.3742, lambda exponent=0.3742
Kinetic s/lambda=40: J/J_law=0.9513, s exponent=-2.4568, lambda exponent=0.4568
Kinetic s/lambda=100: J/J_law=0.9780, s exponent=-2.4801, lambda exponent=0.4801
Kinetic J/J_collisionless at s/lambda=0.01: 0.9985
Kinetic J for example: 1.6740 A/m^2
First-integral log growth, s/lambda 25 to 100: 0.1167
Predicted log growth: 0.1155
Transition length from law J: 0.1092 mm
Electron-model scaled edge field: 0.5591 (dimensionless)
Electron model V/Te=100: s/transition length=18.974, J/J_law=1.09325
Electron model V/Te=10000: s/transition length=290.936, J/J_law=1.00649
Electron model V/Te=1000000: s/transition length=4599.865, J/J_law=1.00042
Electron-model J for example: 1.9237 A/m^2
```
